# Buckling of a Si(001) Dimer in a Two-Orbital Model: test program

```python
"""
Result under test: a symmetric dimer with two paired electrons buckles
when 2 g^2 > K t.
u: half the height difference of the two atoms (nm)
t: hopping strength (eV); g: level shift per u (eV/nm)
K: elastic constant of the whole dimer, energy K u^2/2 (eV/nm^2)
U: on-site minus inter-site electron repulsion (eV), zero in the basic model
L: threshold ratio 2 g^2/(K t)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def one_electron_matrix(u, t, g):
    # The raised atom is listed first.
    return np.array([[-g*u, -t], [-t, g*u]])


def pair_energy(u, t, g, K, U=0.0):
    # One spin-up and one spin-down electron in their full product space.
    h = one_electron_matrix(u, t, g)
    H = np.kron(h, np.eye(2)) + np.kron(np.eye(2), h)
    H += U*np.diag([1.0, 0.0, 0.0, 1.0])
    return np.linalg.eigvalsh(H)[0] + 0.5*K*u*u


def curvature(energy, u=0.0, step=1e-4):
    return (energy(u+step) - 2*energy(u) + energy(u-step))/step**2


def close(a, b, rel):
    return abs(a-b) <= rel*max(abs(a), abs(b))


t, g, K = 0.40, 17.0, 800.0
dimer_length = 0.23
L = 2*g*g/(K*t)

# Threshold and global minimum, for several unrelated parameter sets.
scan = np.linspace(0, 0.08, 801)
for tt, gg in [(0.4, 17.0), (0.7, 12.0), (0.25, 9.0)]:
    K_critical = brentq(
        lambda k: curvature(lambda u: pair_energy(u, tt, gg, k)),
        1.0, 10000.0)
    assert close(K_critical, 2*gg*gg/tt, 1e-4)
    for ratio in (0.95, 1.05):
        kk = 2*gg*gg/(tt*ratio)
        energies = [pair_energy(u, tt, gg, kk) for u in scan]
        assert (np.argmin(energies) > 0) == (ratio > 1)

# A single electron has half the electronic softening.
single = lambda u: (np.linalg.eigvalsh(one_electron_matrix(u, t, g))[0]
                    + 0.5*K*u*u)
assert close(curvature(single), K-g*g/t, 1e-4)

# Quartic term at the threshold; the next term is about 0.1 percent.
u_small = 1e-3
K_threshold = 2*g*g/t
quartic = (pair_energy(u_small, t, g, K_threshold)
           - pair_energy(0, t, g, K_threshold))/u_small**4
assert close(quartic, g**4/(4*t**3), 3e-3)

# Buckled minimum found numerically.
dimer = lambda u: pair_energy(u, t, g, K)
found = minimize_scalar(dimer, bounds=(0.001, 0.08), method="bounded",
                        options={"xatol": 1e-10})
u0 = found.x
gain = dimer(0)-found.fun
levels, states = np.linalg.eigh(one_electron_matrix(u0, t, g))
splitting = levels[1]-levels[0]
electrons = 2*states[:, 0]**2
charge_difference = electrons[0]-electrons[1]
K_flat = curvature(dimer)
K_buckled = curvature(dimer, u0)
assert close(u0, t/g*np.sqrt(L*L-1), 1e-5)
assert close(gain, t*(L-1)**2/L, 1e-8)
assert close(splitting, 2*L*t, 1e-5)
assert close(charge_difference, 2*np.sqrt(1-1/L**2), 1e-5)
assert close(K_flat, K*(1-L), 1e-4)
assert close(K_buckled, K*(1-1/L**2), 1e-4)

# Electron repulsion.
def repulsion_factor(U):
    r = np.sqrt(U*U/4+4*t*t)
    return (r-U/2)**2/(2*r*t)


for U in (0.1, 0.2, 0.6, 1.5):
    exact = curvature(lambda u: pair_energy(u, t, g, K, U))
    assert abs(exact-(K-2*g*g*repulsion_factor(U)/t)) < 1e-4*K
U_limit = brentq(
    lambda U: curvature(lambda u: pair_energy(u, t, g, K, U)), 0, 2)
repulsion_results = []
for U in (0.2, 0.6):
    values = np.array([pair_energy(u, t, g, K, U) for u in scan])
    best = np.argmin(values)
    repulsion_results.append((U, values[0]-values[best], scan[best]))

# A periodic row of dimers, with hopping between equal sides.
t_row, number = 0.10, 24


def row_energy(u, alternating):
    H = np.zeros((2*number, 2*number))
    for n in range(number):
        a, b, m = 2*n, 2*n+1, (n+1) % number
        sign = (-1)**n if alternating else 1
        H[a, a], H[b, b] = -sign*g*u, sign*g*u
        H[a, b] = H[b, a] = -t
        for side in (0, 1):
            i, j = 2*n+side, 2*m+side
            H[i, j] = H[j, i] = -t_row
    return 2*np.linalg.eigvalsh(H)[:number].sum()/number + 0.5*K*u*u


row_factor = np.sqrt(1-4*t_row**2/t**2)
assert close(curvature(lambda u: row_energy(u, False)), K-2*g*g/t, 1e-4)
assert close(curvature(lambda u: row_energy(u, True)),
             K-2*g*g/(t*row_factor), 1e-4)
row_minima = [minimize_scalar(lambda u: row_energy(u, p),
              bounds=(0.001, 0.08), method="bounded").fun
              for p in (False, True)]
alternating_gain = row_minima[0]-row_minima[1]
assert alternating_gain > 0

# Crude reduction of hopping by tilt.
tilted = lambda u: pair_energy(u, t*(1-(2*u/dimer_length)**2), g, K)
K_tilt = K+16*t/dimer_length**2
assert close(curvature(tilted), K_tilt-2*g*g/t, 1e-4)
L_tilt = 2*g*g/(K_tilt*t)

# Nuclear motion on the electronic energy curve.
potential = lambda u: -2*np.sqrt(t*t+g*g*u*u)+0.5*K*u*u
for u in (0.0, 0.013, 0.05):
    assert abs(potential(u)-dimer(u)) < 1e-12
silicon_mass_u = 28.085
mass = 2*silicon_mass_u*const.atomic_mass


def vibration(m):
    omega = np.sqrt(K_buckled*const.e*1e18/m)
    quantum = const.hbar*omega/const.e
    kinetic = const.hbar**2/(2*m)/const.e*1e18
    grid = np.linspace(-0.075, 0.075, 1201)
    h = grid[1]-grid[0]
    pair = eigh_tridiagonal(
        potential(grid)+2*kinetic/h**2,
        -kinetic/h**2*np.ones(len(grid)-1),
        eigvals_only=True, select="i", select_range=(0, 1))
    ground = pair.mean()
    turning = brentq(lambda u: potential(u)-ground, 0, u0)
    action = 2*quad(lambda u: np.sqrt(max(potential(u)-ground, 0)/kinetic),
                    0, turning, epsabs=1e-8)[0]
    estimate = quantum/np.pi*np.exp(-action)
    return omega, quantum, ground-found.fun, action, estimate, pair[1]-pair[0]


omega, quantum, zero_point, action, tunnel, _ = vibration(mass)
assert close(zero_point, quantum/2, 0.10)  # anharmonic correction allowed
light = vibration(mass/8)
# The semiclassical prefactor is an estimate, not an exact result.
assert 0.6 < light[4]/light[5] < 1.6

# Classical one-way flux through the flat geometry.
def flip_rate(T):
    kT = const.k*T/const.e
    width = quad(lambda u: np.exp(-(potential(u)-found.fun)/kT),
                 0, 0.10, points=[u0], epsabs=1e-12)[0]*1e-9
    return (np.sqrt(const.k*T/(2*np.pi*mass))
            * np.exp(-gain/kT)/width)


for T in (80.0, 300.0):
    simple = omega/(2*np.pi)*np.exp(-gain*const.e/(const.k*T))
    assert close(flip_rate(T), simple, 0.20)  # anharmonic well

print(f"Hopping t: {t:.2f} eV")
print(f"Level shift coefficient g: {g:.1f} eV/nm")
print(f"Elastic constant K: {K:.0f} eV/nm^2")
print(f"Rough dimer length d: {dimer_length:.2f} nm")
print(f"2 g^2: {2*g*g:.1f} eV^2/nm^2")
print(f"K t: {K*t:.1f} eV^2/nm^2")
print(f"Threshold ratio L: {L:.4f} (no unit)")
print(f"Critical K for these t and g: {K_threshold:.1f} eV/nm^2")
print(f"Flat-dimer curvature: {K_flat:.1f} eV/nm^2")
print(f"Buckled half height u0: {u0:.5f} nm")
print(f"Buckled height difference: {2*u0:.5f} nm")
print(f"Tilt angle: {np.degrees(np.arcsin(2*u0/dimer_length)):.2f} degrees")
print(f"Level shift g u0: {g*u0:.4f} eV")
print(f"Energy gain per dimer: {gain:.4f} eV")
print(f"Flat level splitting: {2*t:.4f} eV")
print(f"Buckled level splitting: {splitting:.4f} eV")
print(f"Electrons on raised atom: {electrons[0]:.4f} (number)")
print(f"Electrons on lowered atom: {electrons[1]:.4f} (number)")
print(f"Electron-number difference: {charge_difference:.4f} (number)")
print(f"Buckled-well curvature: {K_buckled:.1f} eV/nm^2")
print(f"Repulsion that stabilizes flat curvature: {U_limit:.4f} eV")
for U, energy, position in repulsion_results:
    print(f"At U = {U:.1f} eV, threshold factor F: "
          f"{repulsion_factor(U):.4f} (no unit)")
    print(f"At U = {U:.1f} eV, gain: {energy:.4f} eV; "
          f"half height: {position:.4f} nm")
print(f"Row hopping t_r: {t_row:.2f} eV")
print(f"Alternating threshold factor: {row_factor:.4f} (no unit)")
print(f"Alternating minus uniform gain: {alternating_gain:.4f} eV per dimer")
print(f"K with tilt-dependent hopping: {K_tilt:.1f} eV/nm^2")
print(f"L with tilt-dependent hopping: {L_tilt:.4f} (no unit)")
print(f"Silicon atomic mass M: {silicon_mass_u:.3f} atomic mass units")
print(f"Vibration frequency: {omega/(2*np.pi)/1e12:.3f} THz")
print(f"Vibrational quantum: {quantum:.5f} eV")
print(f"Zero-point energy: {zero_point:.5f} eV")
print(f"Tunnelling action divided by hbar: {action:.2f} (no unit)")
print(f"Estimated tunnel splitting: {tunnel:.1e} eV")
for T in (80.0, 300.0):
    print(f"Thermal energy at {T:.0f} K: {const.k*T/const.e:.5f} eV")
    print(f"One-way flipping rate at {T:.0f} K: {flip_rate(T):.2e} 1/s")
print("PASS")
```

Printed output:

```
Hopping t: 0.40 eV
Level shift coefficient g: 17.0 eV/nm
Elastic constant K: 800 eV/nm^2
Rough dimer length d: 0.23 nm
2 g^2: 578.0 eV^2/nm^2
K t: 320.0 eV^2/nm^2
Threshold ratio L: 1.8062 (no unit)
Critical K for these t and g: 1445.0 eV/nm^2
Flat-dimer curvature: -645.0 eV/nm^2
Buckled half height u0: 0.03539 nm
Buckled height difference: 0.07078 nm
Tilt angle: 17.92 degrees
Level shift g u0: 0.6017 eV
Energy gain per dimer: 0.1440 eV
Flat level splitting: 0.8000 eV
Buckled level splitting: 1.4450 eV
Electrons on raised atom: 1.8328 (number)
Electrons on lowered atom: 0.1672 (number)
Electron-number difference: 1.6655 (number)
Buckled-well curvature: 554.8 eV/nm^2
Repulsion that stabilizes flat curvature: 0.4484 eV
At U = 0.2 eV, threshold factor F: 0.7733 (no unit)
At U = 0.2 eV, gain: 0.0739 eV; half height: 0.0324 nm
At U = 0.6 eV, threshold factor F: 0.4497 (no unit)
At U = 0.6 eV, gain: 0.0000 eV; half height: 0.0000 nm
Row hopping t_r: 0.10 eV
Alternating threshold factor: 0.8660 (no unit)
Alternating minus uniform gain: 0.0193 eV per dimer
K with tilt-dependent hopping: 921.0 eV/nm^2
L with tilt-dependent hopping: 1.5690 (no unit)
Silicon atomic mass M: 28.085 atomic mass units
Vibration frequency: 4.913 THz
Vibrational quantum: 0.02032 eV
Zero-point energy: 0.01009 eV
Tunnelling action divided by hbar: 24.35 (no unit)
Estimated tunnel splitting: 1.7e-13 eV
Thermal energy at 80 K: 0.00689 eV
One-way flipping rate at 80 K: 4.17e+03 1/s
Thermal energy at 300 K: 0.02585 eV
One-way flipping rate at 300 K: 1.83e+10 1/s
PASS
```
